# Herring's Force Balance at a Triple Junction and Young's Missing Torque, part 1

(Sections cited here and not found follow in the second part.)

## First half: the forces at a junction

Three interfaces meet along a straight line. Nothing varies along that line, so the problem can be drawn in the plane perpendicular to it, where the interfaces are curves and the line is a point, the triple junction. All energies are then energies per unit length of the line.

Interface \(i\) is followed outward from the junction. Its unit tangent is \(\mathbf t_i=(\cos\theta_i,\sin\theta_i)\), and its unit normal is the tangent turned by \(+90^\circ\), \(\mathbf n_i=(-\sin\theta_i,\cos\theta_i)\). The energy per area \(\gamma_i(\theta_i)\) depends on the direction of the interface. The crystals on its two sides keep their orientations, so \(\theta_i\) is the only variable in \(\gamma_i\). A prime means \(d/d\theta_i\). Until part (g), each \(\gamma_i\) is taken to be smooth.

Temperature and composition are fixed, and \(\gamma_i\) is the interfacial free energy under those conditions, called energy for short. Elastic stress, gravity and a separate energy of the junction line are left out; their sizes are considered in part (j). The algebra holds in atomic units, with energy in hartree and length in bohr. The numerical example uses J/m² and nm.

### (a) How does the energy of one interface change when its shape and its end at the junction are displaced?

**Solution.** Describe the curve by \(\mathbf r(u)\), with \(u=0\) at the junction and \(u=1\) at a far end that is held fixed. Let \(\mathbf p=\mathbf r_u\), where the subscript denotes a derivative. An element of length is \(|\mathbf p|\,du\), so

\[
E=\int_0^1F(\mathbf r_u)\,du,\qquad F(\mathbf p)=|\mathbf p|\,\gamma(\theta).
\]

Here \(\theta\) is the direction of \(\mathbf p\). To differentiate \(F\), write \(\mathbf p=|\mathbf p|\mathbf t\). Since \(d\mathbf t=\mathbf n\,d\theta\),

\[
d\mathbf p=\mathbf t\,d|\mathbf p|+|\mathbf p|\,\mathbf n\,d\theta .
\]

Taking the scalar product with \(\mathbf t\), and then with \(\mathbf n\), gives

\[
d|\mathbf p|=\mathbf t\cdot d\mathbf p,\qquad
d\theta=\frac{\mathbf n\cdot d\mathbf p}{|\mathbf p|}.
\]

The change in \(F\) is therefore

\[
dF=\gamma\,d|\mathbf p|+|\mathbf p|\gamma'\,d\theta
=(\gamma\mathbf t+\gamma'\mathbf n)\cdot d\mathbf p .
\]

The factor \(|\mathbf p|\) has cancelled in the second term. Define the capillary vector

\[
\boldsymbol\xi=\gamma\mathbf t+\gamma'\mathbf n .
\]

A displacement \(\delta\mathbf r(u)\) changes \(\mathbf r_u\) by \(\delta\mathbf r_u\). Integration by parts then gives

\[
\delta E=\int_0^1\boldsymbol\xi\cdot\delta\mathbf r_u\,du
=\big[\boldsymbol\xi\cdot\delta\mathbf r\big]_0^1
-\int_0^1\boldsymbol\xi_u\cdot\delta\mathbf r\,du .
\]

The far end does not move, so the upper limit contributes nothing. The lower limit contributes \(-\boldsymbol\xi(0)\cdot\delta\mathbf r_0\), where \(\delta\mathbf r_0\) is the displacement of the junction.

For the integral, use arc length \(s\) measured outward from the junction. The signed curvature is \(\kappa=\theta_s\), and \(\mathbf t_s=\kappa\mathbf n\), \(\mathbf n_s=-\kappa\mathbf t\). Hence

\[
\begin{aligned}
\boldsymbol\xi_s
&=\gamma'\kappa\mathbf t+\gamma\kappa\mathbf n
+\gamma''\kappa\mathbf n-\gamma'\kappa\mathbf t\\
&=(\gamma+\gamma'')\kappa\,\mathbf n .
\end{aligned}
\]

The tangential terms cancel, as they must: sliding points along a curve without changing its shape costs no energy. The first variation is

\[
\delta E=-\boldsymbol\xi(0)\cdot\delta\mathbf r_0
-\int(\gamma+\gamma'')\kappa\,\mathbf n\cdot\delta\mathbf r\,ds .
\]

The combination \(\gamma+\gamma''\) is the interfacial stiffness. It governs the response of the curve's interior, while \(\gamma\) and \(\gamma'\) govern its end.

### (b) What condition must hold at a junction that is free to move in the plane, if the area of each phase is fixed?

**Solution.** First find what the area constraints add. The area of a phase whose boundary is followed anticlockwise is

\[
A=\frac12\oint(x\,dy-y\,dx).
\]

Its variation is

\[
\delta A=\frac12\oint(\delta x\,dy+x\,d\delta y-\delta y\,dx-y\,d\delta x).
\]

Integrate the second and fourth terms by parts. The boundary is closed and the displacement is continuous around it, even at a corner, so no end terms remain:

\[
\oint x\,d\delta y=-\oint\delta y\,dx,\qquad
-\oint y\,d\delta x=\oint\delta x\,dy .
\]

Thus

\[
\delta A=\oint(\delta x\,dy-\delta y\,dx)
=-\oint\mathbf n\cdot\delta\mathbf r\,ds .
\]

The minus sign arises because \(\mathbf n\) points into a region followed anticlockwise. The constraint has an interior term but no separate term at the junction.

Impose the fixed areas by subtracting \(p_\alpha A_\alpha\) for each phase \(\alpha\), where \(p_\alpha\) is a Lagrange multiplier with the meaning of a pressure. On one interface, call the phases to the left and right of \(\mathbf t\) \(L\) and \(R\). A displacement along \(\mathbf n\) takes area from \(L\) and gives it to \(R\). The interior terms become

\[
-\int\left[(\gamma+\gamma'')\kappa-p_L+p_R\right]
\mathbf n\cdot\delta\mathbf r\,ds .
\]

Displacements that vanish at the junction are arbitrary along the interior, so equilibrium requires

\[
(\gamma+\gamma'')\kappa=p_L-p_R .
\]

With this satisfied on every interface, what remains is

\[
\delta\Big(E-\sum_\alpha p_\alpha A_\alpha\Big)
=-\Big(\sum_{i=1}^3\boldsymbol\xi_i\Big)\cdot\delta\mathbf r_0 .
\]

All three interfaces share the same \(\delta\mathbf r_0\), which may point in any direction. Stationarity therefore gives Herring's force balance,

\[
\boxed{\sum_{i=1}^3(\gamma_i\mathbf t_i+\gamma_i'\mathbf n_i)=0.}
\]

The values of \(\gamma_i\), \(\gamma_i'\) and the unit vectors are taken at the junction. Pressures can bend the interfaces away from it, but they do not alter this local balance. If a crystal could rotate as a body, its rotation would be another variable and would require a further condition.

### (c) What is the physical meaning of the term in \(\gamma'\), and can its effect be seen without assuming the formula?

**Solution.** Take a straight interface of length \(L\), fixed at its far end. If the junction moves by \(\delta\mathbf r_0\), the vector from the junction to the far end changes by \(-\delta\mathbf r_0\). From part (a),

\[
\delta L=-\mathbf t\cdot\delta\mathbf r_0,\qquad
\delta\theta=-\frac{\mathbf n\cdot\delta\mathbf r_0}{L}.
\]

The energy changes by

\[
\begin{aligned}
\delta(L\gamma)&=\gamma\,\delta L+L\gamma'\,\delta\theta\\
&=-\gamma\mathbf t\cdot\delta\mathbf r_0
-\gamma'\mathbf n\cdot\delta\mathbf r_0 .
\end{aligned}
\]

The first term is the cost of changing the length. The second is the cost of turning the interface. A longer interface turns through a smaller angle, but more of it turns, so \(L\) cancels. This is why turning contributes to a force at a point.

The force on the junction is minus the energy gradient, namely \(\boldsymbol\xi\). Its normal part, \(\gamma'\mathbf n\), has moment of magnitude \(L|\gamma'|\) about the far end; \(\gamma'\) is called the torque term for this reason. If \(\gamma'>0\), a displacement along \(+\mathbf n\) reduces \(\theta\) and hence lowers \(\gamma\). The force therefore turns the interface toward lower energy per area.

If the normal terms are omitted, the balance becomes \(\sum_i\gamma_i\mathbf t_i=0\). This scalar-tension balance is correct when the torque terms sum to zero, for example when all the interfaces are isotropic.

For a numerical comparison, use these laws, in J/m² with angles in radians:

\[
\begin{aligned}
\gamma_1&=2.0(1-0.03\cos4\theta),\\
\gamma_2&=2.1[1+0.05\cos2(\theta-0.4)],\\
\gamma_3&=1.3[1+0.015\cos6(\theta-0.2)].
\end{aligned}
\]

Put the far ends \(\mathbf e_i\) on a unit circle at \(105^\circ\), \(-30^\circ\) and \(205^\circ\), and join them to the junction by straight interfaces. Minimizing the energy over the junction's position, without using any force formula, gives a point at which \(|\sum_i\boldsymbol\xi_i|\) is \(5\times10^{-8}\) J/m². At the same point, \(|\sum_i\gamma_i\mathbf t_i|\) is 0.17 J/m². The first residual is numerical error; the second is a force that the scalar balance has left out.

The angle between interfaces 1 and 2 is \(142.1^\circ\). A scalar force triangle built from the three local values of \(\gamma_i\) gives \(142.8^\circ\). These angles are close although the missing force is not small. Each \(\boldsymbol\xi_i\) is turned from \(\mathbf t_i\) by \(\arctan(\gamma_i'/\gamma_i)\), and an angle between two interfaces involves the difference of two such turns, which can partly cancel.

The variation of curved interfaces can be compared in the same way. With the same laws and far ends, let \(\mathbf r_i=u\mathbf e_i+u(1-u)\mathbf b_i\), where the \(\mathbf b_i\) are \((0.20,0.10)\), \((0.05,-0.25)\) and \((-0.10,0.20)\). Displace the curves along

\[
(1-u)^2(0.7,-0.4)+u(1-u)\mathbf w_i,
\]

where the \(\mathbf w_i\) are \((0.3,-0.2)\), \((-0.4,0.1)\) and \((0.2,0.5)\). Direct differencing of the energy and the formula of part (a) both give a rate of 0.26233 J/m² per unit of this displacement. Omitting the torques at the junction gives 0.2433 J/m².

### (d) What contact angle condition follows for a film on a flat, rigid substrate?

**Solution.** Put the contact point at the origin. The film covers the substrate to the right, and bare substrate lies to the left. Let \(\theta\) be the contact angle measured through the film, and let \(\gamma(\theta)\) now denote the energy of the film's free surface. The subscripts \(fs\) and \(sv\) stand for film–substrate and substrate–vapour. The outward tangents and normals are

\[
\begin{aligned}
\mathbf t_{fs}&=(1,0), &\mathbf n_{fs}&=(0,1),\\
\mathbf t_{sv}&=(-1,0), &\mathbf n_{sv}&=(0,-1),\\
\mathbf t&=(\cos\theta,\sin\theta), &\mathbf n&=(-\sin\theta,\cos\theta).
\end{aligned}
\]

The substrate cannot change shape, so the allowed displacement is \(\delta\mathbf r_0=(\delta x,0)\). Only the horizontal component of the total force has to vanish:

\[
\gamma_{fs}-\gamma_{sv}+\gamma\cos\theta-\gamma'\sin\theta=0 .
\]

Therefore

\[
\boxed{\gamma_{sv}-\gamma_{fs}
=\gamma(\theta)\cos\theta-\gamma'(\theta)\sin\theta.}
\]

Young's equation, \(\gamma_{sv}-\gamma_{fs}=\gamma\cos\theta\), lacks the last term, even if the correct local value \(\gamma(\theta)\) is put into it. The torques of the two substrate interfaces point vertically and do no work in the allowed motion. The film torque is inclined and does have a horizontal part.

The missing term vanishes if the film surface is isotropic, or if its orientation at the contact happens to satisfy \(\gamma'=0\). Its projection also tends to zero as \(\theta\) approaches \(0\) or \(180^\circ\), provided \(\gamma'\) stays finite. At \(\theta=90^\circ\) the tension has no horizontal part, and the torque alone balances the substrate energies: \(\gamma_{sv}-\gamma_{fs}=-\gamma'\).

The vertical force need not vanish, because the rigid substrate supplies a reaction. The film surface contributes \(\gamma\sin\theta+\gamma'\cos\theta\) to the force that the substrate must resist.

### (e) How large is the difference for a film with a fourfold surface energy?

**Solution.** Take

\[
\gamma(\theta)=\bar\gamma(1-\epsilon\cos4\theta),\qquad
\gamma'(\theta)=4\epsilon\bar\gamma\sin4\theta ,
\]

with \(\bar\gamma=2.0\) J/m², \(\epsilon=0.03\), \(\gamma_{sv}=1.3\) J/m² and \(\gamma_{fs}=2.1\) J/m². These are rough round values in the regime of nickel on sapphire near 1500 K. The required energy difference is \(1.3-2.1=-0.8\) J/m².

Solving the condition of part (d) gives \(\theta_H=107.2^\circ\). Direct minimization of the energy of a straight film edge with a fixed upper end gives the same angle. At this orientation \(\gamma=1.978\) J/m² and \(\gamma'=0.224\) J/m², or 0.0140 eV/Å². The two parts of the horizontal balance are

\[
\gamma\cos\theta_H-\gamma'\sin\theta_H
=-0.586-0.214=-0.800\ \text{J/m}^2 .
\]

Young's equation, solved with the same orientation-dependent \(\gamma\), gives \(\theta_Y=113.5^\circ\), which is \(6.3^\circ\) too large in this model. The reverse use of the equation is also in error. If \(107.2^\circ\) were measured and \(\gamma\) were known, Young's equation would give \(\gamma_{sv}-\gamma_{fs}=-0.586\) J/m². Its magnitude is too small by 0.214 J/m², or 27 percent of the true magnitude. An anisotropy of 3 percent can cause a 27 percent error in the energy difference for two reasons: differentiating a fourfold law multiplies its amplitude by four, here to \(0.12\bar\gamma\), and the energy difference with which the torque is compared is only \(0.4\bar\gamma\) in magnitude.

## Second half: stability, facets and islands

The second half uses the following symbols and results. The film's free surface has energy per area \(\gamma(\theta)\), outward tangent \(\mathbf t\) and normal \(\mathbf n\), where \(\mathbf n\) is \(\mathbf t\) turned by \(+90^\circ\). Its capillary vector is \(\boldsymbol\xi=\gamma\mathbf t+\gamma'\mathbf n\), and \(\boldsymbol\xi_s=(\gamma+\gamma'')\kappa\mathbf n\), where \(s\) is arc length and \(\kappa=\theta_s\). At a free junction the vectors \(\boldsymbol\xi_i\) sum to zero. On a flat, rigid substrate, with \(\Delta=\gamma_{sv}-\gamma_{fs}\), the contact angle through the film obeys

\[
G(\theta)=\Delta,\qquad
G(\theta)=\gamma(\theta)\cos\theta-\gamma'(\theta)\sin\theta .
\]

The example has \(\gamma=\bar\gamma(1-\epsilon\cos4\theta)\), \(\bar\gamma=2.0\) J/m², \(\epsilon=0.03\) and \(\Delta=-0.8\) J/m². Its Herring angle is \(\theta_H=107.2^\circ\), and its Young angle is \(\theta_Y=113.5^\circ\).

### (f) When is the contact angle unique and stable, and how far does a weak torque move it?

**Solution.** Differentiate \(G\):

\[
\begin{aligned}
G'(\theta)
&=\gamma'\cos\theta-\gamma\sin\theta
-\gamma''\sin\theta-\gamma'\cos\theta\\
&=-(\gamma+\gamma'')\sin\theta .
\end{aligned}
\]

If the stiffness is positive for all \(0<\theta<\pi\), \(G\) falls steadily from \(\gamma(0)\) to \(-\gamma(\pi)\). There is then one contact angle when \(-\gamma(\pi)<\Delta<\gamma(0)\). Outside this interval the horizontal forces cannot balance at an angle between \(0\) and \(\pi\).

To examine stability, let a straight film edge run from the contact \((x,0)\) to a fixed point \((0,H)\), and let its length be \(L\). Moving the contact to the right exposes more substrate and removes film–substrate interface, so the energy is \(E(x)=L\gamma(\theta)+\Delta x\), apart from a constant. Part (c) gives

\[
\frac{dE}{dx}=\Delta-G(\theta),\qquad
\frac{d\theta}{dx}=\frac{\sin\theta}{L}.
\]

The second relation follows from \(\delta\theta=-\mathbf n\cdot\delta\mathbf r_0/L\) with \(\mathbf n\cdot(1,0)=-\sin\theta\). Hence

\[
\frac{d^2E}{dx^2}=-G'(\theta)\frac{d\theta}{dx}
=\frac{(\gamma+\gamma'')\sin^2\theta}{L}.
\]

Positive stiffness makes the balanced edge a minimum with respect to motion of its contact. Negative stiffness makes it a maximum, although the force equation is still satisfied.

For the fourfold law, \(\gamma''=16\epsilon\bar\gamma\cos4\theta\), so

\[
\gamma+\gamma''=\bar\gamma(1+15\epsilon\cos4\theta).
\]

For positive \(\epsilon\), this is positive at every orientation if \(\epsilon<1/15\). The example meets that condition, and its stiffness at \(\theta_H\) is 2.32 J/m². If \(\epsilon\) were 0.12 with \(\bar\gamma\) unchanged, the stiffness at \(45^\circ\) would be \(-1.6\) J/m², and a smooth surface of that orientation could not be used as a stable solution.

Now compare the two angles. The Young angle is defined by \(\gamma(\theta_Y)\cos\theta_Y=\Delta\), so

\[
G(\theta_Y)-\Delta=-\gamma'(\theta_Y)\sin\theta_Y .
\]

Expand \(G(\theta_H)=\Delta\) to first order about \(\theta_Y\):

\[
0\approx-\gamma'\sin\theta_Y
-(\gamma+\gamma'')\sin\theta_Y\,(\theta_H-\theta_Y).
\]

Division by \(\sin\theta_Y\), which is not zero for \(0<\theta_Y<\pi\), gives

\[
\theta_H-\theta_Y\approx-\frac{\gamma'}{\gamma+\gamma''},
\]

with the right-hand side evaluated at \(\theta_Y\) and the angles in radians. A positive \(\gamma'\) makes the contact angle smaller, because the surface lowers its energy by turning toward smaller \(\theta\). Stiffness resists the turn.

The shift is proportional to \(\epsilon\) when \(\epsilon\) is small, so the first neglected term is of order \(\epsilon^2\). With \(\bar\gamma\) and \(\Delta\) fixed, reducing \(\epsilon\) from \(2\times10^{-4}\) to \(1\times10^{-4}\) reduces the error of this estimate by a factor of 4.05, close to the expected four. At \(\epsilon=0.03\) the estimate is \(106.4^\circ\). It misses \(\theta_H\) by \(0.8^\circ\), or 13 percent of the actual shift, so the full equation is preferable there.

This part has derived the force balance at a free junction and the contact angle condition on a flat, rigid substrate, and has shown when that angle is unique and stable for a smooth surface energy. What remains is to treat facets, tilted crystals and the equilibrium shape of an island, and to estimate the effects the model leaves out.

All numerical values are calculated from the stated model.
